# Power Transfer in a Three-Section Coupler with a Common Coupling Error

## The problem

Two identical, lossless, single-mode waveguides run side by side. Where they are close, light passes between them. Light enters guide 1 and meets, in this order,

1. a coupler designed to transfer half of the power,
2. a section that delays guide 1 by $90^\circ$ relative to guide 2,
3. a coupler designed to transfer all of the power,
4. a section with relative phase $-90^\circ$, so that guide 2 is now the delayed one,
5. a second half-transfer coupler.

A fabrication error multiplies the coupling strength of all three couplers by the same factor $1+e$. The phase sections are exact. What fraction $B$ of the power remains in guide 1 at the end, and how does it compare with that left by a single full-transfer coupler with the same error? Which imperfections spoil the result?

**Conventions.** Waves travel as $\exp(-i\beta z)$, and this common factor is removed from the amplitudes $a_1,a_2$, with $|a_1|^2+|a_2|^2=1$. In a coupler with coefficient $\kappa$,

$$\frac{da_1}{dz}=-i\kappa a_2,\qquad \frac{da_2}{dz}=-i\kappa a_1 .$$

The generator is $-i\kappa\sigma_x$, where $\sigma_x$ exchanges the two amplitudes. Since $\sigma_x^2=1$, the exponential series splits into a cosine and a sine. A length $L$ with angle $\theta=\kappa L$ gives

$$C(\theta)=e^{-i\theta\sigma_x}=\begin{pmatrix}\cos\theta&-i\sin\theta\\-i\sin\theta&\cos\theta\end{pmatrix}.$$

The transferred power is $\sin^2\theta$, so half transfer means $\theta=\pi/4$ and full transfer $\theta=\pi/2$. A relative delay $\phi$ of guide 1 is

$$P(\phi)=\begin{pmatrix}e^{-i\phi/2}&0\\0&e^{i\phi/2}\end{pmatrix}.$$

## A tempting solution

The two phase sections contribute $+90^\circ$ and $-90^\circ$. Their sum is zero, so they cancel, and the couplers act as one coupler of angle

$$\left(\frac{\pi}{4}+\frac{\pi}{2}+\frac{\pi}{4}\right)(1+e)=\pi(1+e).$$

The remaining power would then be $\cos^2[\pi(1+e)]=\cos^2(\pi e)$. At $e=0$ all the light would be back in guide 1, and the device would be useless as a crossover.

## Where it fails

The addition of coupler angles is sound when the couplers follow one another directly. The fault is the cancellation of the phases: a coupler stands between them, and $P$ does not commute with $C$.

The full coupler shows this most clearly. It exchanges the guides, $C(\pi/2)=-i\sigma_x$, and exchanging the guides reverses the meaning of a relative delay: $\sigma_xP(\phi)=P(-\phi)\sigma_x$. Therefore

$$P(-90^\circ)\,\sigma_x\,P(90^\circ)=P(-90^\circ)P(-90^\circ)\,\sigma_x=P(-180^\circ)\,\sigma_x .$$

The light delayed in guide 1 moves to guide 2, which is the guide delayed next. The delays add to $180^\circ$. Two sections of equal sign are the ones that cancel here: $P(90^\circ)\sigma_xP(90^\circ)=\sigma_x$. With equal signs and $e=0$, the device does return all the light to guide 1.

## The right solution

For a middle coupler of any angle $\theta_2$, take the two phase sections together with it. Because $P(-90^\circ)$ is the inverse of $P(90^\circ)$, the product is again an exponential, with $\sigma_x$ replaced by

$$P(-90^\circ)\,\sigma_x\,P(90^\circ)=\begin{pmatrix}0&i\\-i&0\end{pmatrix}.$$

The upper right element is $e^{i\pi/4}\cdot1\cdot e^{i\pi/4}=i$, and the lower left is its conjugate. This matrix also squares to one, so

$$R(\theta_2)=P(-90^\circ)\,C(\theta_2)\,P(90^\circ)=\begin{pmatrix}\cos\theta_2&\sin\theta_2\\-\sin\theta_2&\cos\theta_2\end{pmatrix}.$$

The whole device is $U=C(\theta_3)R(\theta_2)C(\theta_1)$. Write $c_j=\cos\theta_j$ and $s_j=\sin\theta_j$. Light entering guide 1 leaves the first coupler as $(c_1,-is_1)$, and $R$ turns this into

$$\begin{pmatrix}c_2c_1-is_2s_1\\-s_2c_1-ic_2s_1\end{pmatrix}.$$

The first row of the last coupler is $(c_3,-is_3)$. Hence

$$\begin{aligned}U_{11}&=c_3(c_2c_1-is_2s_1)-is_3(-s_2c_1-ic_2s_1)\\&=c_2(c_1c_3-s_1s_3)-is_2(s_1c_3-c_1s_3)\\&=\cos\theta_2\cos(\theta_1+\theta_3)-i\sin\theta_2\sin(\theta_1-\theta_3).\end{aligned}$$

Now insert the common error. With $\delta=\pi e/2$,

$$\theta_2=\frac{\pi}{2}+\delta,\qquad \theta_1+\theta_3=2\cdot\frac{\pi}{4}(1+e)=\frac{\pi}{2}+\delta,\qquad\theta_1-\theta_3=0 .$$

Both cosines equal $-\sin\delta$, and the second term vanishes. So $U_{11}=\sin^2\delta$ and

$$\boxed{B=\sin^4\!\left(\frac{\pi e}{2}\right)=\left(\frac{\pi e}{2}\right)^4+O(e^6)}$$

At $e=0$ the crossover is complete. The error is fourth order in power and second order in amplitude. Interchanging the two phase signs replaces $R(\theta_2)$ by its transpose, which changes only the sign of the term that has vanished, so $B$ is the same.

A single full coupler leaves $B_1=\cos^2(\pi/2+\delta)=\sin^2\delta$. Thus $B=B_1^2$ for any $e$. With exact phases the composite device never leaves more power in guide 1 than the single coupler does. The advantage is lost at $|e|=1$, where both leave all the light in guide 1.

For a permitted residue of 1%, the single coupler needs $\sin^2\delta\le0.01$, or $|e|\le(2/\pi)\arcsin0.1=6.38\%$. The composite needs $\sin^2\delta\le0.1$, or $|e|\le(2/\pi)\arcsin\sqrt{0.1}=20.48\%$.

## How the errors cancel

Follow the power difference $w=|a_1|^2-|a_2|^2$ together with $v=2\,\mathrm{Im}(a_1a_2^*)$. After the first coupler,

$$w=c_1^2-s_1^2=\cos\left(\frac{\pi}{2}+\delta\right)=-\sin\delta,\qquad v=2c_1s_1=\cos\delta .$$

For positive $\delta$ too much light has crossed. From the amplitudes after $R$,

$$w=(c_2^2c_1^2+s_2^2s_1^2)-(s_2^2c_1^2+c_2^2s_1^2)=\cos2\theta_2\cos2\theta_1=\sin\delta\cos2\delta,$$

because $\cos2\theta_2=\cos(\pi+2\delta)=-\cos2\delta$. The real rotation $R$ has unit determinant and leaves $v$ unchanged. The middle coupler has therefore reversed the first error in $w$, apart from a third-order difference.

For the last coupler, expanding $|c_3a_1-is_3a_2|^2-|c_3a_2-is_3a_1|^2$ gives the new difference

$$w'=w\cos2\theta_3-v\sin2\theta_3=-w\sin\delta-v\cos\delta .$$

Perfect crossover, $w'=-1$, requires $w=\sin\delta$ and $v=\cos\delta$ on arrival. The excess coupling of the last section is thus compensated by the reversed error of the first. What arrives is slightly different, and

$$w'=-\sin^2\delta\,(1-2\sin^2\delta)-\cos^2\delta=-1+2\sin^4\delta .$$

Since $B=(1+w')/2$, this is the same result.

The phase of the crossed light is not protected to the same order. The second row of the last coupler gives, for equal outer couplers,

$$\begin{aligned}U_{21}&=-is_1(c_2c_1-is_2s_1)+c_1(-s_2c_1-ic_2s_1)\\&=-s_2-ic_2\sin2\theta_1=-\cos\delta\,(1-i\sin\delta).\end{aligned}$$

Its squared modulus, $\cos^2\delta(1+\sin^2\delta)=1-\sin^4\delta$, accounts for the rest of the power. Its phase differs from that of the perfect device by $-\arctan(\sin\delta)$, a first-order error. Within this model a single full coupler has no such error for $|e|<1$, since its crossed amplitude is $-i\cos\delta$. The model takes the common $\beta$ as unaffected by the error. In a real pair a change of gap also shifts the mean index of the two supermodes, which adds a phase error to both devices. For 500 nm × 220 nm silicon strips whose 200 nm gap narrows by 10 nm, it is roughly $1.6^\circ$ over 40 µm of coupling and twice that over the 80 µm of the composite. The difference matters if the light later interferes with light that has taken another route.

## Errors that are not common

Let the outer couplers be equal but let the middle one have its own error: $2\theta_1=2\theta_3=\pi/2+\alpha$ and $\theta_2=\pi/2+\beta$. The formula for $U_{11}$ gives

$$B=\sin^2\alpha\,\sin^2\beta .$$

The errors need not be the same fraction in all three sections. If the outer couplers differ, however, the second term of $U_{11}$ adds $\sin^2\theta_2\sin^2(\theta_1-\theta_3)$ to the residue, which is second order in their mismatch.

Phase errors require a new sum. Let $\phi_1=\pi/2+\eta_1$ and $\phi_2=-\pi/2+\eta_2$, with equal outer couplers. Four paths begin and end in guide 1. Light that is in guide 1 in both phase sections contributes $c_1^2c_2e^{-i(\phi_1+\phi_2)/2}$. Light that is in guide 2 in both contributes $-s_1^2c_2e^{i(\phi_1+\phi_2)/2}$. The two paths that change guide in the middle coupler contribute $-c_1s_1s_2e^{\pm i(\phi_1-\phi_2)/2}$. Define

$$m=\frac{\eta_1+\eta_2}{2},\qquad d=\frac{\eta_1-\eta_2}{2}.$$

Then $(\phi_1+\phi_2)/2=m$ and $(\phi_1-\phi_2)/2=\pi/2+d$, whose cosine is $-\sin d$. The sum is

$$U_{11}=c_2(\cos2\theta_1\cos m-i\sin m)+s_2\sin2\theta_1\sin d .$$

With the common coupling error, $c_2=\cos2\theta_1=-\sin\delta$ and $s_2=\sin2\theta_1=\cos\delta$, so

$$B=\left(\sin^2\delta\cos m+\cos^2\delta\sin d\right)^2+\sin^2\delta\sin^2m .$$

If both phases err by the same amount with the same sign, $d=0$, and perfect couplers still give $B=0$. If they err oppositely, $m=0$, and a residue $\sin^2d$ remains even with perfect couplers.

This sets a condition on the use of the device. For $m=0$ and $d>0$, it beats a single coupler with the same $\delta$ when $\sin^2\delta+\cos^2\delta\sin d<|\sin\delta|$. Dividing by $\cos^2\delta=(1-|\sin\delta|)(1+|\sin\delta|)$ gives

$$\sin d<\frac{|\sin\delta|}{1+|\sin\delta|}.$$

For this sign of $d$, the phase error must be smaller than the coupling error $|\delta|$. For $d<0$ the two terms oppose each other, and the same comparison gives the looser limit $|\sin d|<|\sin\delta|/(1-|\sin\delta|)$.

## A silicon example

Consider silicon strip guides in oxide at 1550 nm, with rough typical values: effective index $n=2.4$, group index $n_g=4.2$, cladding index 1.444 and full-transfer length 40 µm. Then $\kappa=\pi/(2\times40)=0.03927$ rad/µm. Let all gaps be 10 nm too narrow, with the guide widths held fixed. The evanescent decay constant is estimated as

$$\gamma=\frac{2\pi}{1.55}\sqrt{2.4^2-1.444^2}=7.771\ \text{µm}^{-1}.$$

Taking $\kappa$ to vary with gap $g$ as $e^{-\gamma g}$ gives $e=\exp(7.771\times0.010)-1=8.08\%$ and $\delta=0.1269$ rad. This estimate is rough. A semivectorial mode calculation for 500 nm × 220 nm strips at a 200 nm gap gives a gap sensitivity near 9.0 µm$^{-1}$ and $e\approx9.4\%$, which would raise the residues below to about 0.047% for the composite and 2.2% for the single coupler. The digits quoted below follow from $e=8.08\%$ and are not a prediction to that precision.

The power in guide 1 is $(1+w)/2$. It is 43.67% after the first coupler and 56.13% after the second, on opposite sides of one half as derived above. At the end,

$$B=\sin^4(0.1269)=0.0257\%\quad(-35.9\ \text{dB}),$$

against $B_1=1.603\%$ ($-18.0$ dB) for the single coupler. The tempting solution would have predicted $\cos^2(2\times0.1269)$, about 94%. The crossed light has a phase error of $-7.21^\circ$.

A $90^\circ$ delay needs a path difference $\lambda/(4n)=1550/9.6=161.5$ nm. Suppose each phase section is 20 µm long and its two arms differ in width by 0.5 nm. With a rough index change of 0.002 per nm of width, the phase error is

$$\eta=\frac{2\pi\times0.001\times20}{1.55}=0.0811\ \text{rad}.$$

If the wider arm is on the same side in both sections, $m=\eta$, $d=0$ and the residue is 0.036%. If it changes sides, $m=0$ and $|d|=\eta$. The worse sign gives

$$B=[0.0160+0.984\times0.0810]^2\approx0.92\%.$$

This is still below 1.603%, in agreement with the condition above: $0.0810<0.1266/1.1266=0.1124$.

Other effects, each added separately to the same gap error, give these residues:

- A 0.5 nm width mismatch inside the couplers gives 0.71%. Here the exponent of each coupler gains $\pm i(\pi\,\Delta n\,L/\lambda)\sigma_z$, where $\Delta n=0.001$ and $\sigma_z$ is diagonal with elements 1 and $-1$. The matrix exponentials were evaluated numerically for all eight sign choices, and the largest residue is quoted.
- An uncompensated 0.1 rad of coupling in the bends of each coupler gives $\alpha=\delta+0.2$ and $\beta=\delta+0.1$, hence 0.52%.
- Heating by 50 K, with a rough index slope of $2\times10^{-4}$ per K, lengthens both phases by 0.42% and, with the coupling held fixed, gives 0.050%. Heating also weakens the coupling, because the modes are confined more tightly. That change is left out here and need not be small, so the figure shows the effect of the phases alone and does not predict the residue of a heated device.
- A further 1 nm narrowing of the gap of one outer coupler gives 0.033%.

Wavelength changes the couplers and the phases together. Return to the nominal gap, and assume that $\kappa$ rises by a rough 0.4% per nm. A shift of $\pm20$ nm then gives $e=\pm8.0\%$, and the single coupler leaves 1.571% on either side, a symmetry that follows from the assumed linear slope and holds only roughly for real guides. The composite is not symmetric: it leaves 0.035% at $+20$ nm and 0.26% at $-20$ nm. The phase is $2\pi n\,\Delta L/\lambda$ at fixed path difference $\Delta L$, and its fractional change is approximately $-(n_g/n)\Delta\lambda/\lambda$. Including the curvature of $1/\lambda$, the changes are $-2.23\%$ and $+2.29\%$, so $d=-0.035$ and $+0.036$ rad. In $\sin^2\delta+\cos^2\delta\sin d$ the first term is 0.0157 for both shifts. The phase term opposes it at the longer wavelength and adds to it at the shorter one.

These parameters are in the range of real silicon strip guides, but the mismatches and the bend coupling are assumed sizes. The decay estimate is meant only for gaps that narrow at fixed guide width. If a gap narrows because the guides have widened, their tighter confinement opposes the rise in coupling, and the estimate of $e$ above does not apply. Such a widening also raises the effective index and so lengthens both delays, giving $m=0$ and $d>0$. With the rough slope of 0.002 per nm, 10 nm of extra width gives $d\approx0.013$ rad. Of the effects sized here, unequal arms break the ideal assumptions most strongly, moving the residue from $-35.9$ dB to about $-20$ dB. The effects can reinforce one another. With the 0.5 nm mismatch in both the arms and the couplers, the worst of the 32 sign choices leaves 2.4%, more than the 1.9% left by a single coupler with the same gap error and mismatch. The joint action of the remaining effects has not been calculated. At a rough 2 dB/cm, the 120 µm of couplers and phase sections lose 0.024 dB, bends excluded. Loss common to both guides lowers the output without changing how it divides between them. The device therefore suits cases in which a common error of coupling strength is the main uncertainty, the outer couplers can be kept equal, and both delays can be held close to $90^\circ$ in size. Making the two delays equal is not enough: if both are too long by the same amount, $m=0$ and $d>0$, which leaves a residue even with perfect couplers. For delays near $90^\circ$, perfect couplers give complete crossover only if the two sizes add to $180^\circ$. With a coupling error, that sum alone does not keep the residue at fourth order: each delay must also be close to $90^\circ$, because the term $\sin^2\delta\sin^2m$ is only second order in $\delta$.
